# Finding a Common Attempt Frequency by Collapsing Charge-Trap Retention Curves

A memory cell stores electrons in traps inside a silicon nitride layer. To learn how long they will stay, one heats several cells, each to its own fixed temperature, and records the fraction $f$ of the stored charge left after time $t$. Hotter cells lose charge sooner. If all traps share one attempt frequency $\nu$, one can choose $\nu$ to bring the curves as close together as possible when they are plotted against $kT\ln(\nu t)$. How well does that choice recover the true frequency?

## Two readings and one trap depth

Take a trap of depth $E$ below the nitride conduction band. Assume that its electron escapes at the constant rate $\nu e^{-E/a}$, where $a=kT$, and does not return. If all traps have this depth,

$$f(t)=\exp(-\nu t\,e^{-E/a}).$$

Choose $E=1.2$ eV and $\ln\nu=25$; throughout, times inside logarithms are in seconds and frequencies in 1/s. Half the charge is left when $\nu t\,e^{-E/a}=\ln 2$, so

$$\ln t_{1/2}=\frac{E}{a}-\ln\nu+\ln\ln2,\qquad \ln\ln 2=-0.3665 .$$

For $a_1=0.040$ eV this is $30-25-0.3665=4.6335$, or 103 s. For $a_2=0.048$ eV it is $25-25-0.3665=-0.3665$, or 0.69 s.

Now forget $\nu$ and recover it from these two times. Let $L$ be the trial value of $\ln\nu$. The two half-loss points coincide on the new axis if

$$a_1(\ln t_1+L)=a_2(\ln t_2+L),$$

$$L=\frac{a_1\ln t_1-a_2\ln t_2}{a_2-a_1}
=\frac{0.18534+0.01759}{0.008}=25.37 .$$

The data were perfect, yet the answer is too high by 0.37. To see why, repeat the calculation for a general retained fraction $p$. Then $a_i\ln t_i=E-a_i\ln\nu+a_i\ln\ln(1/p)$; the depth cancels in the difference, and

$$L=\ln\nu-\ln\ln(1/p).$$

The error is $+2.25$ for $p=0.9$, zero for $p=1/e$ and $-0.83$ for $p=0.1$. Thus no single $L$ aligns the whole of the two curves. The quantity $kT\ln(\nu t)$ marks the depth at which $\nu t e^{-E/a}=1$, but electrons at that depth do not all leave at one moment. Their random emission times broaden the edge between emptied and filled traps, by an amount proportional to temperature.

## The exact form of the broadening

For a trap of depth $E$, let $t_e$ be the random emission time. The scaled time $Y=\nu t_e e^{-E/a}$ has probability density $e^{-y}$. Taking logarithms,

$$a\ln(\nu t_e)=E+a\ln Y=E-aG,\qquad G=-\ln Y .$$

The variable $G$ is independent of $E$ and $a$. Since $G<g$ means $Y>e^{-g}$, its distribution function is $\exp(-e^{-g})$, the Gumbel distribution.

Now allow any density of depths $g(E)$ with unit area. Define $S(E)$ as the fraction of traps deeper than $E$, and let $x=a\ln(\nu t)$. An electron remains at time $t$ if $t_e>t$, which is the same as $E-aG>x$. Hence

$$f(t,T)=\int g(E)\exp(-\nu t e^{-E/a})\,dE=\langle S(x+aG)\rangle, \tag{1}$$

with the average taken over $G$. Plain collapse replaces this average by $S(x)$. When $S$ varies little over a few $kT$, this changes $f$ only slightly, but it still biases $\nu$, as the mean of $G$ will show.

The moments of $G$ follow from

$$\langle e^{sG}\rangle=\int_0^\infty y^{-s}e^{-y}dy=\Gamma(1-s),\qquad s<1.$$

The product formula for the gamma function gives

$$\ln\Gamma(1-s)=\gamma s-\sum_{n=1}^{\infty}\left[\ln\left(1-\frac sn\right)+\frac sn\right]
=\gamma s+\sum_{k=2}^{\infty}\frac{\zeta(k)}{k}s^k$$

for $|s|<1$, where $\gamma=0.5772$ is Euler's constant and $\zeta(k)=\sum_n n^{-k}$. The coefficient of $s^k/k!$ is the $k$th cumulant. So $G$ has mean $\gamma$, variance $\zeta(2)=\pi^2/6$ and third cumulant $2\zeta(3)$.

The mean displaces every curve by $-\gamma a$ along $x$. Because

$$a(\ln t+\ln\nu)+\gamma a=a(\ln t+\ln\nu+\gamma),$$

this displacement looks just like a frequency larger by $e^\gamma=1.781$. The width $a\sqrt{\zeta(2)}$ also changes with temperature, but no change of frequency can undo that.

## The error at each stage of loss

Suppose the depths are Gaussian, with mean $E_0$ and standard deviation $\sigma$. The variable $X=E-aG$ then has mean $E_0-\gamma a$, variance

$$s^2=\sigma^2+\zeta(2)a^2,$$

and third cumulant $-2\zeta(3)a^3$. The fraction $p$ remains at the point $x_p$ for which $P(X>x_p)=p$.

If the skewness $\kappa=-2\zeta(3)a^3/s^3$ is small, $X$ can be represented through a standard normal variable $Z$:

$$X\approx E_0-\gamma a+s\left[Z+\frac{\kappa}{6}(Z^2-1)\right].$$

The added term has zero mean. It leaves the variance unchanged to first order in $\kappa$, since $\langle Z(Z^2-1)\rangle=0$, and gives the third moment $3(\kappa/6)\langle Z^2(Z^2-1)\rangle=\kappa$. Fourth and higher cumulants are neglected. Replacing $Z$ by $z$, the value below which it lies with probability $1-p$, gives

$$x_p\approx E_0-\gamma a+sz-\frac{\zeta(3)a^3}{3s^2}(z^2-1).$$

For two neighbouring temperatures, plain collapse at level $p$ requires $a(\ln t_p+L_p)$ to be stationary in $a$. Since $a\ln t_p=x_p-a\ln\nu$, this means

$$L_p=-\frac{d(a\ln t_p)}{da}=\ln\nu-\frac{dx_p}{da}.$$

With $ds/da=\zeta(2)a/s$, differentiation yields

$$L_p-\ln\nu\approx\gamma-z\zeta(2)\frac as+\frac{\zeta(3)}3(z^2-1)
\left[\frac{3a^2}{s^2}-\frac{2\zeta(2)a^4}{s^4}\right]. \tag{2}$$

For $\sigma\gg a$ the error tends to $\gamma$ at any fixed level. For finite $\sigma$, early loss has $z<0$ and makes the second term positive.

Take $E_0=1.50$ eV, $\sigma=0.12$ eV and $T=475$ K. Then $a=0.0409$ eV, $s=0.131$ eV and $a/s=0.3125$. At $p=0.80$, $z=-0.842$, and the three terms of (2) are $0.577+0.433-0.031=0.979$. Solving the energy integral for $t_p$ at 474 and 476 K and taking the difference gives 0.938. At levels 0.95, 0.50 and 0.20 the same numerical procedure gives errors of 1.55, 0.49 and 0.15. The local frequency therefore depends on how much charge has been lost, although the true frequency is constant.

## The general algorithm

The remedy is to compare the data with the average in (1), keeping $S$ unknown. Write $S$ as a sum of smooth steps,

$$S(E)=\sum_k c_k\Phi\left(\frac{E_k-E}{w}\right),$$

where $\Phi$ is the standard normal distribution function. This does not assume one Gaussian trap distribution: several heights $c_k$ can form several peaks. Features much narrower than $w$ cannot be represented.

For readings $f_j$ at times $t_j$ and thermal energies $a_j$:

1. Choose $L$ and set $x_j=a_j(\ln t_j+L)$.
2. Place equally spaced centres $E_k$ across the range of $x_j$, with a margin at both ends, and set $w$ equal to their spacing.
3. Form the matrix
$$A_{jk}(L)=\left\langle\Phi\left(\frac{E_k-x_j-a_jG}{w}\right)\right\rangle,$$
averaging with the density $e^{-G-e^{-G}}$.
4. Find the heights that minimize
$$C(L)=\min_c\left[\|Ac-f\|^2+\lambda^2\|c\|^2\right].$$
Setting the derivative with respect to $c$ to zero gives $(A^TA+\lambda^2I)c=A^Tf$.
5. Minimize $C(L)$ over $L$, first on a coarse grid and then near its lowest point. The estimate is $\hat\nu=e^{\hat L}$.

Plain collapse is the same procedure with $G$ set to zero in step 3. The penalty $\lambda$ restrains large heights of alternating sign, which the smoothing would otherwise hide. It can introduce a bias, so it must be small compared with what the data determine.

In practice the curves should overlap in retained fraction. With one temperature, a change of $L$ moves all $x_j$ equally and the unknown $S$ can move with them, so $\nu$ is undetermined. In plain collapse, curves at different temperatures that share no level can likewise be fitted by separate parts of a flexible $S$.

## Synthetic Gaussian traps

Use the Gaussian above with $\nu=10^{11}$ 1/s. Five bakes at 425, 450, 475, 500 and 525 K each have 25 readings, equally spaced in $\ln t$ from 10 to $10^5$ s. Direct summation of the energy integral gives these noise-free fractions:

| $T$ (K) | 10 s | $10^3$ s | $10^5$ s |
|---|---:|---:|---:|
| 425 | 0.9997 | 0.988 | 0.843 |
| 475 | 0.995 | 0.884 | 0.408 |
| 525 | 0.951 | 0.552 | 0.071 |

The fits use 20 steps, with centres from 0.10 eV below the smallest $x_j$ to 0.25 eV above the largest. For noise-free data $\lambda=10^{-4}$. Plain collapse overestimates $\ln\nu$ by 0.834, a factor of 2.3 in frequency; other smooth representations of $S$ move this value by up to 0.01. With only the 89 readings above $f=0.7$, the error grows to 1.087, a factor of 3.0. Kernel collapse, the version with the average over $G$, has zero error to three decimals in both cases.

The same holds for two equal Gaussian peaks at 1.35 and 1.65 eV, each with standard deviation 0.08 eV: the plain error is 0.612 and the kernel error is again zero to three decimals. These results show that the inversion works for these two smooth densities when the emission law is true. They do not show that a real cell obeys that law.

Now add independent Gaussian reading noise with standard deviation 0.003, or 0.3% of the initial charge, and set $\lambda=10^{-2}$. Over 40 such data sets, the plain error in $\ln\nu$ has mean 0.818 and scatter 0.081. The kernel error has mean $-0.014$ and the same scatter. Its mean is uncertain by $0.081/\sqrt{40}=0.013$, so no clear bias remains.

In the first noisy set, the root-mean-square misfit changes with the trial frequency as follows:

| Trial $\nu$ (1/s) | Plain | Kernel |
|---|---:|---:|
| $10^{10}$ | 0.0121 | 0.0088 |
| $10^{11}$ | 0.0041 | 0.0029 |
| $10^{12}$ | 0.0068 | 0.0094 |

The best plain value is $1.98\times10^{11}$ 1/s with misfit 0.0032; the best kernel value is $0.86\times10^{11}$ 1/s with misfit 0.0028. Both misfits are close to the noise. A good-looking collapse is therefore no proof that its frequency is unbiased.

Dividing the plain result by $e^\gamma$ gives $1.11\times10^{11}$ 1/s, which happens to lie nearer the truth in this set. Averaged over the 40 sets, that simple correction leaves an error of $0.818-0.577=0.241$ in $\ln\nu$.

## What the error does to a forecast

For ten years, $3.156\times10^8$ s, at 358 K,

$$x=0.03085(25.328+19.570)=1.385\ \text{eV}.$$

The energy integral gives a retained fraction of 0.780. From the first noisy set, plain collapse predicts 0.775 and kernel collapse 0.776. The better frequency has hardly changed the forecast.

Equation (2) explains why. Let $a_d$ represent the bakes and $a_u$ the temperature of use. Matching level $p$ at $a_d$ and extrapolating with $\hat L$ gives an error

$$\delta(a_u\ln t_p)\approx(a_d-a_u)(\hat L-L_p),$$

if $L_p$ varies little between the temperatures. The forecast at fixed level needs $L_p$, not $\ln\nu$, when the kernel is ignored. Near $p=0.80$, $L_p$ exceeds $\ln\nu$ by 0.94; the plain fit exceeds it by $\ln1.98=0.68$. With $a_d=0.0409$ eV, the error is about $0.010\times(-0.26)=-0.0026$ eV. At 358 K the width is $s=0.126$ eV, and the slope of the retention curve against $x$ near this level is about $-2.3$ per eV. Retention should therefore be predicted too low by roughly 0.006; the fit gives 0.005. Most of this shortfall is reading noise, which lowered $\hat L$ in this set and left the kernel forecast low by 0.004 as well. With noise-free data the plain forecast is low by only about 0.001, and over noisy sets both forecasts scatter by about 0.002. This partial cancellation belongs to this level and temperature range; it does not make the plain frequency correct.

## Where a real cell departs from the model

The chosen depths, nitride thickness of 6 nm and stored density of $3\times10^{12}$ cm$^{-2}$ are rough values for silicon nitride charge-trap cells. The attempt frequency is much less certain, and the hottest bakes are severe. The following estimates change one assumption at a time; shifts of $\ln\nu$ come from kernel fits to noise-free data with $\lambda=10^{-2}$.

**Temperature.** If the 525 K bake was really at 526 K, $\ln\nu$ rises by 0.43, five times the scatter from reading noise. A common offset of 1 K in all five bakes shifts $\ln\nu$ by only $-0.07$. Calibration of the bakes against one another matters more here than further readings.

**A frequency that varies with temperature.** For emission into a band, detailed balance makes $\nu$ the product of capture area, thermal velocity and band density of states, which grows roughly as $T^2$. Then $-d(a\ln t)/da$ gains the term $d\ln\nu/d\ln a=2$. With $\nu=10^{11}(T/475\ \text{K})^2$ 1/s, the kernel fit exceeds $\ln\nu$ at 475 K by 2.05 with a misfit of only 0.0002, and it forecasts 0.825 against a true 0.818. This shift is larger than the one the kernel removes. It must be built into $x_j$, or the fitted value must be read as an apparent frequency.

**A frequency that varies with depth.** If $\nu$ rises tenfold over 0.24 eV and equals $10^{11}$ 1/s at $E_0$, the fitted $\ln\nu$ falls by about 0.5. The misfit is 0.0024, less than the noise of one reading, so the curves can look well collapsed. Over 125 readings, however, it raises the total misfit from about 0.0028 to 0.0037. The fault can therefore be detected if the reading noise is known independently.

**Field.** With all image charge on one side and static relative permittivity 7.5, the stored sheet produces 0.72 MV/cm. Suppose that the traps are positive when empty and that a fixed negative charge balances them, so that the stored electrons supply the net charge. The Poole–Frenkel barrier lowering $\sqrt{qF/(\pi\epsilon_0\epsilon_r)}$, in volts, is initially 0.32 V for optical permittivity $\epsilon_r=4$, hence 0.32 eV for an electron. Letting the field fade in proportion to $f$ raises the fitted $\ln\nu$ by 0.37. The fitted depths are then reduced by the lowering, which itself shrinks as charge is lost: traps that empty late are reduced less than those that empty early.

**Recapture.** One-way loss requires emitted electrons to leave the gate region without being caught again. Consider sideways escape first. Only empty traps can capture, so recapture becomes more likely as charge is lost. Late in the loss, with nearly all of the $5\times10^{18}$ traps per cm$^3$ empty and a rough capture area of $10^{-14}$ cm$^2$, recapture over a straight 20 nm path has probability 0.095. Scattering lengthens the path: if it is ten times as long, the probability is $1-e^{-1}=0.63$. One-way emission is thus an idealization even for this route. The area is not independent of $\nu$: detailed balance with a band mass of 0.5 electron masses links $10^{-14}$ cm$^2$ to a frequency near $3\times10^{12}$ 1/s, and $10^{11}$ 1/s to an area near $3\times10^{-16}$ cm$^2$, for which the two probabilities are 0.003 and 0.03. Vertical escape is far less likely: through a 4.5 nm oxide with a 1.05 eV band step, a flat-band estimate at 525 K gives an exit probability near $10^{-10}$ per pass, against 0.03 for recapture (0.001 with the smaller area). One-way emission fails for that route.

**Tunnelling.** Direct tunnelling from a trap at the oxide, with effective mass 0.42 electron masses, a flat barrier and the same $\nu$, removes a fraction of about $2\times10^{-5}$ in the longest bake but 6% in ten years. These numbers depend exponentially on the mass: 0.50 gives 0.08% in ten years, while 0.30, or 0.42 with a two-band dispersion in the oxide gap, gives 3% in the bake and nearly complete loss in ten years. A field that helps electrons through the oxide raises the rate about twentyfold if the whole field of the stored sheet drops 0.63 V across the oxide, and about fivefold for half that drop. The estimate applies to traps at the interface, not to the whole layer. A loss too slow to appear in the bakes can therefore matter in use, and no collapse of the bake curves will reveal it.
